\section*{Lattice-gas adsorption isotherms and critical temperatures compared with the Ising model}

\section{Definitions and conventions}

A surface offers $M$ equivalent adsorption sites, each with $z$ nearest neighbours. A site $i$ is empty ($n_i=0$) or holds one particle ($n_i=1$). Each pair of occupied neighbours contributes the energy $-\epsilon$, with $\epsilon>0$ for attraction; more distant particles do not interact. The coverage is $\theta=\langle n_i\rangle$, and
\begin{equation}
x=\frac{\epsilon}{kT},\qquad \eta=e^{x}.
\end{equation}
Energies in the example are in rydberg (Ry).

Let $q(T)$ be the partition function of one isolated adsorbed particle, including its binding energy. The ideal gas above the surface has chemical potential $\mu_g=kT\ln[p/p_0(T)]$. In equilibrium each adsorbed particle carries the weight
\begin{equation}
\lambda=q\,e^{\mu_g/kT}=\frac{q}{p_0}\,p\equiv Kp ,
\end{equation}
where $K(T)$ is the Langmuir constant, assumed independent of coverage. The grand partition function is
\begin{equation}
\Xi=\sum_{\{n\}}\lambda^{N}e^{xN_{11}},\quad N=\sum_i n_i,\quad N_{11}=\sum_{\langle ij\rangle}n_in_j .
\label{xi}
\end{equation}
An isotherm is the relation between $\lambda$ and $\theta$ at fixed $x$.

\section{The Fowler--Guggenheim isotherm}

For any probability distribution $P$ over configurations with weights $w=\lambda^Ne^{xN_{11}}$, concavity of the logarithm gives
\begin{equation}
\ln\Xi=\ln\sum P\,\frac{w}{P}\ \ge\ \sum P\ln\frac{w}{P}.
\label{gb}
\end{equation}
This is the Gibbs--Bogoliubov inequality. Take independent sites, each occupied with probability $\theta$. Then $\langle N_{11}\rangle=(zM/2)\theta^2$, because there are $zM/2$ bonds, and \eqref{gb} becomes $-\ln\Xi/M\le f(\theta)-\theta\ln\lambda$ with
\begin{equation}
f=s(\theta)-\frac{zx}{2}\theta^2,\quad
s=\theta\ln\theta+(1-\theta)\ln(1-\theta).
\label{ffg}
\end{equation}
The best bound is the minimum over $\theta$, where $f'(\theta)=\ln\lambda$. Since $s'=\ln[\theta/(1-\theta)]$,
\begin{equation}
Kp=\frac{\theta}{1-\theta}\,e^{-zx\theta}.
\label{fg}
\end{equation}
For $x=0$ this is the Langmuir isotherm. Attraction lowers the pressure needed for a given coverage, as if each particle felt the average energy $-z\epsilon\theta$. The approximation lies in the missing correlation between neighbours.

A homogeneous layer is stable only if $f''>0$, that is, if $\ln\lambda$ rises with $\theta$. From \eqref{fg},
\begin{equation}
\frac{d\ln\lambda}{d\theta}=\frac{1}{\theta(1-\theta)}-zx .
\label{sfg}
\end{equation}
The first term has its minimum, 4, at $\theta=1/2$. On cooling, the slope therefore first vanishes there, when $zx=4$:
\begin{equation}
kT_c^{\rm FG}=\frac{z\epsilon}{4}.
\label{tfg}
\end{equation}

\section{The quasi-chemical isotherm}

\subsection{Pair free energy}

The next approximation keeps the joint probabilities of neighbours. Let $y$ be the probability that a bond has its first site occupied and its second empty. The reversed pair has the same probability, so
\begin{equation}
y_{11}=\theta-y,\qquad y_{00}=1-\theta-y .
\end{equation}
On a tree with nearest-neighbour interactions, a configuration can be built outward from one site, each new site depending only on its parent through $p_{ij}/p_i$. A site with $c_i$ neighbours then appears in $c_i$ bond factors and is divided out $c_i-1$ times:
\begin{equation}
P=\prod_{\langle ij\rangle}p_{ij}(n_i,n_j)\Big/\prod_i p_i(n_i)^{c_i-1}.
\label{tree}
\end{equation}
The quasi-chemical approximation uses the resulting entropy on a lattice with $c_i=z$ and $zM/2$ bonds. Its error comes from closed loops, which a tree lacks. The free energy per site, divided by $kT$, is
\begin{align}
\phi(\theta,y)={}&\frac z2\left[y_{11}\ln y_{11}+2y\ln y+y_{00}\ln y_{00}-xy_{11}\right]\nonumber\\
&-(z-1)\,s(\theta).
\label{phi}
\end{align}
At fixed $\theta$, $\partial y_{11}/\partial y=\partial y_{00}/\partial y=-1$. The constants from differentiating the logarithms cancel, and $\partial\phi/\partial y=0$ reads
\begin{equation}
2\ln y-\ln y_{11}-\ln y_{00}+x=0
\ \Rightarrow\ y_{11}y_{00}=\eta y^2 .
\label{qc0}
\end{equation}
This has the form of a chemical equilibrium between pairs, hence the name. It is a minimum, since the second derivative is $(z/2)(1/y_{11}+2/y+1/y_{00})>0$. Expanding $(\theta-y)(1-\theta-y)$ gives
\begin{equation}
(\eta-1)y^2+y-\theta(1-\theta)=0 .
\label{quad}
\end{equation}
With
\begin{equation}
b=\sqrt{1+4(\eta-1)\theta(1-\theta)},
\label{b}
\end{equation}
the root that keeps $y$, $y_{11}$ and $y_{00}$ positive is $y=(b-1)/[2(\eta-1)]$. For $\eta>1$ the other root is negative; for $\eta<1$ it exceeds $1/2$ and would make $y_{11}$ or $y_{00}$ negative. Since $b^2-1=4(\eta-1)\theta(1-\theta)$, it can be written
\begin{equation}
y=\frac{2\theta(1-\theta)}{1+b}.
\label{y}
\end{equation}

\subsection{Isotherm}

Because $\phi$ is stationary in $y$, its total derivative with respect to $\theta$ may be taken at fixed $y$, where $y_{11}$ increases and $y_{00}$ decreases at unit rate:
\begin{equation}
\ln\lambda=\frac z2\left(\ln\frac{y_{11}}{y_{00}}-x\right)-(z-1)\ln\frac{\theta}{1-\theta}.
\label{lnl}
\end{equation}
By \eqref{qc0}, $y_{11}/y_{00}=\eta y^2/y_{00}^2$, so the first term equals $z\ln(y/y_{00})$. From \eqref{y},
\begin{equation}
y_{00}=(1-\theta)\frac{1+b-2\theta}{1+b},\qquad
\frac{y}{y_{00}}=\frac{2\theta}{1+b-2\theta}.
\end{equation}
Combining the powers of $\theta/(1-\theta)$ gives
\begin{equation}
Kp=\frac{\theta}{1-\theta}\left[\frac{2(1-\theta)}{b+1-2\theta}\right]^z .
\label{qc}
\end{equation}
For $x=0$, $b=1$ and the Langmuir isotherm returns.

The dilute limit shows what has been gained. To first order $b=1+2(\eta-1)\theta$, the bracket in \eqref{qc} is $1-(\eta-1)\theta$, and
\begin{equation}
\lambda=\theta+\theta^2[1-z(\eta-1)]+\dots
\label{vir}
\end{equation}
Directly from \eqref{xi}, $\ln\Xi/M=\lambda+\lambda^2[z(\eta-1)-1]/2+\dots$: the $z/2$ bonds per site carry the excess weight $\eta-1$, and double occupation is excluded. Then $\theta=\lambda\,\partial(\ln\Xi/M)/\partial\lambda=\lambda+\lambda^2[z(\eta-1)-1]$, whose inversion is \eqref{vir}. The quasi-chemical isotherm is thus correct to this order, whereas \eqref{fg} has $x$ in place of $e^x-1$.

\subsection{Critical temperature}

Differentiating \eqref{quad} with respect to $\theta$ gives $[2(\eta-1)y+1]y'=1-2\theta$. The bracket equals $b$, so $y'=(1-2\theta)/b$. Write $u=\theta(1-\theta)$, so that $(1-2\theta)^2=1-4u$. Then
\begin{align}
\frac{d}{d\theta}\ln\frac{y_{11}}{y_{00}}
&=\frac{1-y'}{y_{11}}+\frac{1+y'}{y_{00}}\nonumber\\
&=\frac{1-2y-(1-2\theta)y'}{\eta y^2},
\end{align}
where the numerator follows from $y_{11}+y_{00}=1-2y$ and $y_{00}-y_{11}=1-2\theta$. Inserting $y=2u/(1+b)$,
\begin{align}
1-\frac{4u}{1+b}-\frac{1-4u}{b}
&=\frac{b^2-1+4u}{b(1+b)}=\frac{4\eta u}{b(1+b)} .
\end{align}
Division by $\eta y^2=4\eta u^2/(1+b)^2$ gives $(1+1/b)/u$. The slope of \eqref{lnl} is therefore
\begin{equation}
\frac{d\ln\lambda}{d\theta}=\frac{1}{\theta(1-\theta)}\left[1-\frac z2+\frac{z}{2b}\right].
\label{sqc}
\end{equation}
The bracket is smallest where $b$ is largest, at $\theta=1/2$, where $b=\sqrt\eta$. It first vanishes when $\sqrt\eta=z/(z-2)$, so
\begin{equation}
kT_c^{\rm QC}=\frac{\epsilon}{2\ln[z/(z-2)]}\qquad(z>2).
\label{tqc}
\end{equation}
For $z=2$ the bracket is $1/b>0$, and there is no transition at any $T>0$, as is correct for a chain. For large $z$, $2\ln[z/(z-2)]=(4/z)(1+1/z+\dots)$, so $kT_c^{\rm QC}=\epsilon(z-1)/4+O(\epsilon/z)$: the ratio of \eqref{tqc} to \eqref{tfg} tends to 1, while their difference tends to $\epsilon/4$. At finite $z>2$, $-\ln(1-2/z)>2/z$, so the quasi-chemical value is the lower one.

\section{Coexistence and the symmetric line}

Below its critical temperature each isotherm has one loop, because the signs of \eqref{sfg} and \eqref{sqc} are decided by expressions that depend on $\theta$ only through $\theta(1-\theta)$ and fall monotonically as it grows, so each slope is negative on a single interval around $\theta=1/2$. Exchanging particles and holes swaps $y_{11}$ and $y_{00}$, and both free energies obey
\begin{equation}
f(1-\theta)-f(\theta)=-\frac{zx}{2}(1-2\theta).
\end{equation}
Hence $f(\theta)+zx\theta/2$ is symmetric about $\theta=1/2$. Below $T_c$ it has two equally deep minima, at $\theta_1$ and $1-\theta_1$. These are the coexisting coverages, and the transition lies at
\begin{equation}
\ln\lambda=-\frac{zx}{2}.
\label{sym}
\end{equation}
The same $\lambda$ gives $\theta=1/2$ in a single-phase layer; call the corresponding pressure $p_{1/2}$.

\section{The exact square-lattice value}

\subsection{Mapping to the Ising model}

Put $n_i=(1+s_i)/2$ with $s_i=\pm1$. Each site belongs to $z$ bonds, so the exponent in \eqref{xi} becomes
\begin{equation}
\frac x4\sum_{\langle ij\rangle}s_is_j+\left(\frac{\ln\lambda}{2}+\frac{zx}{4}\right)\sum_is_i+\text{const}.
\end{equation}
This is an Ising ferromagnet with $J=\epsilon/4$. Its field vanishes precisely on the line \eqref{sym}, and $\theta=(1+\langle s\rangle)/2$. Two magnetized phases at zero field are a dilute and a dense adsorbate phase in coexistence.

\subsection{Transfer matrix}

Now let $z=4$ and $\kappa=J/kT=x/4$, on a periodic strip of even width $L$. The factor $e^{\kappa ss'}$ for a bond between rows is the matrix $e^\kappa+e^{-\kappa}\sigma^x=Ae^{\kappa^*\sigma^x}$, with
\begin{equation}
\tanh\kappa^*=e^{-2\kappa},\qquad A^2=2\sinh2\kappa .
\label{dual}
\end{equation}
The row-to-row matrix is $V=A^LW^{1/2}UW^{1/2}$, where $U=\exp(\kappa^*\sum_j\sigma^x_j)$ and $W=\exp(\kappa\sum_j\sigma^z_j\sigma^z_{j+1})$. It commutes with the spin flip $\mathcal P=\prod_j\sigma_j^x=\pm1$. Define
\begin{equation}
a_j=\Big(\prod_{i<j}\sigma^x_i\Big)\sigma^z_j,\qquad
b_j=\Big(\prod_{i<j}\sigma^x_i\Big)\sigma^y_j .
\end{equation}
These operators square to one and anticommute with each other. Multiplying Pauli matrices gives $\sigma^x_j=ia_jb_j$ and $\sigma^z_j\sigma^z_{j+1}=ib_ja_{j+1}$. The closing bond is $-i\mathcal P\,b_La_1$, so within a sector of fixed $\mathcal P$ one sets $a_{L+1}=-\mathcal P a_1$. Momenta are antiperiodic ($e^{iqL}=-1$) for $\mathcal P=1$ and periodic for $\mathcal P=-1$.

The commutators $[ia_jb_j,a_j]=-2ib_j$ and $[ia_jb_j,b_j]=2ia_j$ show that conjugation by $U$ mixes $a_j$ and $b_j$ linearly; $W$ does the same for $b_j$ and $a_{j+1}$. With $a_q=\sum_je^{-iqj}a_j$ and likewise $b_q$, the two conjugations act on $(a_q,b_q)$ as
\begin{equation}
\begin{pmatrix}C^*&-iS^*\\ iS^*&C^*\end{pmatrix},\qquad
\begin{pmatrix}C&iSe^{-iq}\\-iSe^{iq}&C\end{pmatrix},
\label{mats}
\end{equation}
where $C,S=\cosh2\kappa,\sinh2\kappa$ and starred symbols contain $\kappa^*$. Both determinants are 1, so the product has eigenvalues $e^{\pm e_q}$, and half its trace is
\begin{equation}
\cosh e_q=CC^*-SS^*\cos q .
\label{eq}
\end{equation}
An operator with $V\xi V^{-1}=e^{\pm e_q}\xi$ changes the logarithm of an eigenvalue of $V$ by $\pm e_q$. With the boundary sign held fixed on the whole $2^L$-dimensional space, the logarithms are thus $L\ln A+\frac12\sum_q(\pm e_q)$. There is no further constant, because the exponents of $U$ and $W$ are traceless and $\det(W^{1/2}UW^{1/2})=1$.

\subsection{Even and odd leading eigenvalues}

As $\kappa\to0$, $\kappa^*\to\infty$ and the leading state has all $\sigma^x_j=1$, hence $\mathcal P=1$. Equation \eqref{eq} can be written $\cosh e_q=\cosh2(\kappa^*-\kappa)+SS^*(1-\cos q)$, so no antiperiodic $e_q$ vanishes. The leading state stays nondegenerate and even:
\begin{equation}
\ln\Lambda_e=L\ln A+\tfrac12\sum_{\rm anti}e_q .
\end{equation}
With periodic momenta the corresponding top state is again even at small $\kappa$, and so is not allowed in the odd sector. One mode must be reversed, and the cheapest is $q=0$. There the matrices \eqref{mats} commute and share eigenvectors independent of $\kappa$, so the mode can be followed through zero with the signed value $e_0=2(\kappa^*-\kappa)$:
\begin{equation}
\ln\Lambda_o=L\ln A+\tfrac12\sum_{{\rm per},\,q\ne0}e_q-(\kappa^*-\kappa).
\end{equation}
Add and subtract $|\kappa^*-\kappa|$ to complete the periodic sum. For $\kappa\ne\kappa^*$, $|e_q|$ is a smooth periodic function, with Fourier series $|e_q|=\sum_m c_me^{imq}$. Summing over the allowed momenta gives $L\sum_n c_{nL}$ in the periodic case and $L\sum_n(-1)^nc_{nL}$ in the antiperiodic case, so the two sums differ by $2L\sum_{n\ {\rm odd}}c_{nL}$. Smoothness makes $c_m$ fall faster than any power of $1/|m|$, so this difference vanishes faster than any power of $1/L$. Therefore
\begin{equation}
\ln\frac{\Lambda_e}{\Lambda_o}\to|\kappa^*-\kappa|+\kappa^*-\kappa .
\label{gap}
\end{equation}

A spin operator is odd under $\mathcal P$ and connects the even leading state to odd states. For $\kappa<\kappa^*$ and in the limit of large $L$, correlations along the strip thus decay exponentially, up to a power-law prefactor, with the finite length
\begin{equation}
\xi=\frac{1}{2(\kappa^*-\kappa)}
\label{len}
\end{equation}
in lattice spacings, and there is no long-range order. For $\kappa>\kappa^*$ the two leading states become degenerate. As $\kappa\to\infty$ they are the sum and difference of the all-up and all-down rows. Reversing one mode flips $\mathcal P$, so every other allowed state in either sector reverses at least two modes, each lowering $\ln\Lambda$ by $|e_q|\ge2(\kappa-\kappa^*)$. A gap of at least $4(\kappa-\kappa^*)$ therefore separates this pair from all other states throughout $\kappa>\kappa^*$, and the ordered phase is continued down to $\kappa^*$. This argument locates the transition without giving the size of the magnetization.

From \eqref{dual}, $\sinh2\kappa\,\sinh2\kappa^*=1$. At $\kappa=\kappa^*$ this means $\sinh2\kappa=1$, or $2\kappa=\ln(1+\sqrt2)$. With $x=4\kappa$,
\begin{equation}
kT_c=\frac{\epsilon}{2\ln(1+\sqrt2)}.
\label{tex}
\end{equation}

\section{Comparison for a model layer}

Take a square lattice with $\epsilon=0.0040$ Ry. Equations \eqref{tfg}, \eqref{tqc} and \eqref{tex} give:
\begin{center}
\begin{tabular}{lccc}
 & $kT_c/\epsilon$ & $kT_c$ (Ry) & $T_c$ (K)\\
Fowler--Guggenheim & 1.0000 & 0.004000 & 631.6\\
quasi-chemical & 0.7213 & 0.002885 & 455.6\\
exact & 0.5673 & 0.002269 & 358.3
\end{tabular}
\end{center}
Relative to the exact value, the approximations are too high by 76\% and 27\%. Including pair correlations lowers the critical temperature, as shown after \eqref{tqc}, and removes part of the excess. The remaining 27\% is due to closed loops, the one feature that \eqref{tree} neglects.

The exact value can be checked without \eqref{tex}. By \eqref{gap}, whose limit is approached faster than any power of $1/L$, $L\ln(\Lambda_e/\Lambda_o)$ grows with $L$ above $T_c$ and tends to zero below it, so curves for two widths cross near $T_c$. Numerical diagonalization of lattice-gas strips puts the crossing at $kT/\epsilon=0.5720$ for widths 4 and 6, and at 0.5687 for widths 6 and 8.

At $kT=0.0050$ Ry (789.4 K), $x=0.0040/0.0050=0.8$ and all three descriptions have one phase. For a pressure ratio $r=p/p_{1/2}$, \eqref{sym} gives $\ln\lambda=\ln r-2x$. With $r=0.5$ the right-hand side is $-0.693-1.600=-2.293$. The Fowler--Guggenheim solution is $\theta=0.1343$, since $\ln(0.1343/0.8657)-3.2\times0.1343=-2.293$. The other coverages follow in the same way, and a strip of width 10 serves as reference:
\begin{center}
\begin{tabular}{cccc}
$p/p_{1/2}$ & FG & QC & strip\\
0.5 & 0.1343 & 0.1595 & 0.1605\\
0.8 & 0.2901 & 0.3469 & 0.3498
\end{tabular}
\end{center}
Width 8 gives the same strip values to the digits shown. At half coverage the probability of an occupied pair is $\theta^2=0.2500$ without correlations, $y_{11}=\frac12-\frac12/(1+e^{x/2})=0.2993$ in the quasi-chemical approximation, and 0.3035 on the strip. At this temperature most of the correlation between neighbours is already captured by the pair treatment.

At $kT=0.0025$ Ry (394.7 K), $x=1.6$, and the descriptions differ in kind. Fowler--Guggenheim theory predicts coexisting coverages 0.0547 and 0.9453; the quasi-chemical values are 0.1321 and 0.8679. In the exact model $\kappa=0.4000$ and $\kappa^*=0.4839$, so \eqref{len} gives $\xi=5.96$ lattice spacings. The layer at $p_{1/2}$ forms correlated patches of finite extent but does not condense.

These results concern the stated model. Longer-ranged forces, inequivalent sites or a coverage-dependent $K$ change the isotherms. For repulsive neighbours ($\epsilon<0$), \eqref{fg} and \eqref{qc} still describe a homogeneous layer, but they leave out ordering on alternate sites: the slopes \eqref{sfg} and \eqref{sqc} stay positive for $x<0$, so the isotherms show no sign of that transition. On the square lattice at half coverage the field vanishes, and reversing $s_i$ on one sublattice turns $J$ into $-J$, so ordering sets in at \eqref{tex} with $|\epsilon|$ in place of $\epsilon$. This argument does not extend to other coverages or to lattices that cannot be split into two such sublattices. The numerical check tests the isotherms, their slopes and the strip eigenvalues by independent calculations.

\section*{Computed results}
\begin{verbatim}
pair attraction epsilon = 0.0040 Ry
coordination number z = 4
1 Ry / k = 157887.5 K
Fowler-Guggenheim: kTc/epsilon = 1.0000
Fowler-Guggenheim: kTc = 0.004000 Ry, Tc = 631.6 K
Fowler-Guggenheim: Tc / exact Tc = 1.763
quasi-chemical: kTc/epsilon = 0.7213
quasi-chemical: kTc = 0.002885 Ry, Tc = 455.6 K
quasi-chemical: Tc / exact Tc = 1.272
exact: kTc/epsilon = 0.5673
exact: kTc = 0.002269 Ry, Tc = 358.3 K
exact: Tc / exact Tc = 1.000
strip crossing, widths 4 and 6: kTc/epsilon = 0.5720
strip crossing, widths 6 and 8: kTc/epsilon = 0.5687
one-phase example: kT = 0.0050 Ry, T = 789.4 K, x = 0.800
p/p(half) = 0.5: coverage FG = 0.1343, QC = 0.1595
p/p(half) = 0.5: coverage strip 10 = 0.1605, strip 8 = 0.1605
p/p(half) = 0.8: coverage FG = 0.2901, QC = 0.3469
p/p(half) = 0.8: coverage strip 10 = 0.3498, strip 8 = 0.3498
occupied-pair probability at half coverage: FG = 0.2500, QC = 0.2993, strip 10 = 0.3035
lower-temperature example: kT = 0.0025 Ry, T = 394.7 K, x = 1.600
FG coexisting coverages = 0.0547 and 0.9453
QC coexisting coverages = 0.1321 and 0.8679
Ising coupling J/kT = 0.4000, dual = 0.4839
exact correlation length = 5.96 lattice spacings
\end{verbatim}
